# Why wide domain walls add little resistance: a spin-spiral calculation

**Q.** I pass current along a ferromagnetic wire. Across a domain wall the magnetization reverses, so an electron that had the favourable spin on one side should have the unfavourable spin on the other. Why does the wire's resistance hardly notice?

**A.** Because the electron's spin need not keep its direction in space. The exchange field makes it precess about the local magnetization. If the magnetization turns slowly as the electron moves, the spin turns with it, and an electron in the favourable channel stays there. What remains is a small lag.

To calculate the lag, replace the wall by a uniform spiral. Let the current and the turning both run along $x$, with magnetization direction

$$\mathbf n(x)=(\sin qx,\,0,\,\cos qx),\qquad q=\pi/w .$$

A $180^\circ$ wall of width $w$ is then half a turn. Take free electrons of mass $m$ in an exchange field:

$$H=\frac{p^2}{2m}-\Delta\,\boldsymbol\sigma\cdot\mathbf n(x).$$

Spin along $\mathbf n$ has the lower energy, and the splitting is $2\Delta$. There is no spin-orbit coupling, so the plane in which $\mathbf n$ turns has no effect on transport.

**Q.** The Hamiltonian depends on $x$. Does the spiral itself not scatter electrons?

**A.** It does not, as a rotation of the spin axes shows. Write $\psi=R\varphi$ with

$$R=e^{-iqx\sigma_y/2}=\cos\frac{qx}{2}-i\sigma_y\sin\frac{qx}{2}.$$

Since $\sigma_z\sigma_y=-\sigma_y\sigma_z$, we have $\sigma_zR^\dagger=R\sigma_z$. Therefore

$$R\sigma_zR^\dagger=R^2\sigma_z=(\cos qx-i\sigma_y\sin qx)\sigma_z=\sigma_z\cos qx+\sigma_x\sin qx=\boldsymbol\sigma\cdot\mathbf n,$$

where $\sigma_y\sigma_z=i\sigma_x$ was used. In the rotated frame the exchange term is thus $-\Delta\sigma_z$ everywhere. The price is paid by the momentum, because the derivative also acts on $R$:

$$p_xR\varphi=R\left(p_x-\tfrac12\hbar q\sigma_y\right)\varphi .$$

Squaring the bracket, with $\sigma_y^2=1$, gives for a plane wave $\mathbf k$

$$H'=\frac{\hbar^2k^2}{2m}+\frac{\hbar^2q^2}{8m}-\frac{\hbar^2k_xq}{2m}\sigma_y-\Delta\sigma_z .$$

No $x$ is left, so $\mathbf k$ in this frame is conserved. An endless, clean spiral has no resistance. Resistance needs impurities or other scatterers; the spiral can only change what they do.

**Q.** Where is the lag in this Hamiltonian?

**A.** In the $\sigma_y$ term. The electron sees an effective field in the $y$–$z$ plane, tilted from the local magnetization by an angle $\beta$:

$$\tan\beta=\frac{\hbar^2k_xq}{2m\Delta}=\frac{\hbar v_xq}{2\Delta},\qquad v_x=\frac{\hbar k_x}{m}.$$

This is the rate $v_xq$ at which the magnetization turns for the moving electron, divided by the precession rate $2\Delta/\hbar$. The tilt points out of the plane of rotation: the torque from this sideways component is what turns the spin along with $\mathbf n$.

The energies and spin states are

$$E_\pm=\frac{\hbar^2k^2}{2m}+\frac{\hbar^2q^2}{8m}\mp\sqrt{\Delta^2+\left(\frac{\hbar^2k_xq}{2m}\right)^2},$$

$$\chi_+=\begin{pmatrix}\cos\frac\beta2\\ i\sin\frac\beta2\end{pmatrix},\qquad \chi_-=\begin{pmatrix}i\sin\frac\beta2\\ \cos\frac\beta2\end{pmatrix}.$$

An electron in the lower band $(+)$ carries the wrong spin with probability $\sin^2(\beta/2)\approx\beta^2/4$. Let $\mu=k_x/k_F$ and define

$$b=\frac{\hbar v_Fq}{2\Delta}=\frac{\pi\hbar v_F}{2\Delta w},\qquad \beta\approx b\mu\quad(b\ll1).$$

The wrong-spin probability is then $b^2\mu^2/4$, which falls as $1/w^2$.

**Q.** A probability is not yet a scattering rate. What do the impurities do with it?

**A.** Let each impurity be a point scatterer, with amplitude $u$ for spin along the local magnetization and $d$ for spin against it, both real. In the rotated frame it is the matrix $V=\mathrm{diag}(u,d)$. I assume two things about energies:

- $\Delta\ll E_F$, so both bands share one Fermi wave number, velocity $v_F$ and density of states $N$ per spin. Unless $u$ and $d$ are nearly equal, the spiral's own changes to these are smaller than the effect sought by a factor of order $\Delta/E_F$.
- $\hbar/\tau\ll2\Delta$, so the bands are distinct and golden-rule rates apply.

The rate from state $(s,\mu)$ to $(s',\mu')$ is $W=C|M_{ss'}|^2$. Here $C$ contains the impurity density, $N$ and $2\pi/\hbar$, and final directions are averaged over $\mu'$ from $-1$ to $1$. The matrix elements $M_{ss'}=\chi_s^\dagger V\chi'_{s'}$ are

$$M_{++}=u\cos\tfrac\beta2\cos\tfrac{\beta'}2+d\sin\tfrac\beta2\sin\tfrac{\beta'}2,$$

$$M_{--}=d\cos\tfrac\beta2\cos\tfrac{\beta'}2+u\sin\tfrac\beta2\sin\tfrac{\beta'}2,$$

$$M_{+-}=i\left(u\cos\tfrac\beta2\sin\tfrac{\beta'}2-d\sin\tfrac\beta2\cos\tfrac{\beta'}2\right).$$

Without a spiral $M_{+-}=0$. For small tilt $|M_{+-}|^2\approx(u\beta'-d\beta)^2/4$. Averaging over $\mu'$ with $\langle\mu'^2\rangle=1/3$ and $\langle\mu'\rangle=0$ gives the scattering rate out of the lower band into the upper one:

$$\Gamma_{+\to-}(\mu)=\frac{Cb^2}{4}\left(\frac{u^2}{3}+d^2\mu^2\right)\propto\frac1{w^2}.$$

This is the mistracking scattering. The amplitude is linear in the tilt and the rate is quadratic.

**Q.** Can I take that rate as the added resistance?

**A.** No. If $u=d$ the rate is still finite, yet we shall find no added resistance. One has to ask how the current changes.

Let $\Lambda_s(\mu)$ be the mean distance along $x$ that an electron's motion persists. The linear Boltzmann equation and the conductivity are

$$v_F\mu=\sum_{s'}\left\langle W_{ss'}(\mu,\mu')\left[\Lambda_s(\mu)-\Lambda_{s'}(\mu')\right]\right\rangle_{\mu'},\qquad \sigma=e^2N\sum_s\langle v_F\mu\,\Lambda_s\rangle .$$

Call the first equation $L\Lambda=v$. Reversing both $\mu$ and $\mu'$ leaves $W$ unchanged, so $\Lambda$ is odd in $\mu$.

Without the spiral, $W$ is isotropic and the returning term averages to zero. Then $\Lambda_{0s}=v_F\mu\tau_s$, with $1/\tau_+=Cu^2$ and $1/\tau_-=Cd^2$, and

$$\sigma_0=\frac{e^2Nv_F^2}{3}(\tau_++\tau_-)=\frac{e^2Nv_F^2}{3C}\,\frac{u^2+d^2}{u^2d^2}.$$

With the spiral, $L=L_0+\delta L$. To first order in $\delta L$, $L_0\,\delta\Lambda=-\delta L\,\Lambda_0$. Because $L_0$ is symmetric and $v=L_0\Lambda_0$,

$$\delta\sigma=e^2N(v,\delta\Lambda)=e^2N(\Lambda_0,L_0\delta\Lambda)=-e^2N(\Lambda_0,\delta L\,\Lambda_0),$$

where $(\,,)$ means a sum over bands and an average over $\mu$. Only the old solution is needed.

**Q.** Which part of $\delta L$ comes first?

**A.** The total rate out of a state. The two final spin states at any $\mu'$ form a complete set, so the sum over them gives

$$\frac1{\tau_+(\mu)}=C\,\chi_+^\dagger V^2\chi_+=C\left(u^2\cos^2\tfrac\beta2+d^2\sin^2\tfrac\beta2\right).$$

The lagging electron samples the other channel's rate in proportion to its wrong-spin probability. The change is $C(d^2-u^2)b^2\mu^2/4$ for the lower band and the opposite for the upper. With $\langle\mu^4\rangle=1/5$,

$$(\Lambda_0,\delta L_{\rm out}\Lambda_0)=\frac{Cv_F^2b^2}{20}(d^2-u^2)(\tau_+^2-\tau_-^2)=\frac{v_F^2b^2}{20C}\,\frac{(u^2-d^2)^2(u^2+d^2)}{u^4d^4}.$$

The last step uses $\tau_+^2-\tau_-^2=(d^4-u^4)/(C^2u^4d^4)$. The two rate changes are equal and opposite, but the electrons with the longer path lose more current than the others gain.

**Q.** And the electrons that arrive by scattering?

**A.** They matter if they remember their direction. As $\Lambda$ is odd, only terms of $W$ odd in both $\mu$ and $\mu'$ survive. To second order in the tilts, these are

$$|M_{++}|^2,\ |M_{--}|^2\to+\tfrac12ud\,\beta\beta',\qquad |M_{+-}|^2\to-\tfrac12ud\,\beta\beta'.$$

Arrivals enter $L$ with a minus sign. Two intraband terms and two interband terms, with $\langle\mu^2\rangle^2=1/9$, give

$$(\Lambda_0,\delta L_{\rm in}\Lambda_0)=-\frac{Cv_F^2b^2ud}{18}\left(\tau_+^2+\tau_-^2-2\tau_+\tau_-\right)=-\frac{v_F^2b^2}{18C}\,\frac{ud\,(u^2-d^2)^2}{u^4d^4}.$$

For $u$ and $d$ of the same sign this lowers the resistance; for opposite signs it raises it.

Now add the two parts, divide by $\sigma_0$, and use $\Delta\rho/\rho_0=-\delta\sigma/\sigma_0$:

$$\boxed{\frac{\Delta\rho}{\rho_0}=b^2\,\frac{(u^2-d^2)^2}{u^2d^2}\left[\frac3{20}-\frac{ud}{6(u^2+d^2)}\right],\qquad b=\frac{\pi\hbar v_F}{2\Delta w}}$$

With $\Delta$, $v_F$ and the scatterers held fixed, the added resistivity falls as $1/w^2$.

**Q.** What do the limits say?

**A.** Since $|ud|\le(u^2+d^2)/2$, the bracket is at least $3/20-1/12=1/15$. For $\Delta\ll E_F$ the spiral never lowers the resistivity at this order.

For $u=d$ the result is zero. Electrons still change band, but both bands have the same path length, so nothing is lost. For nearly equal channels, $d=u(1+\epsilon)$, the asymmetry factor is $4\epsilon^2$ and $\Delta\rho/\rho_0\approx4\epsilon^2b^2/15$. This limit needs $\Delta/E_F\ll|\epsilon|\ll1$; otherwise the neglected differences between the two bands matter as much as $\epsilon$ does. At $\Delta/E_F=0.13$ and $b=0.16$, for instance, $u=d$ gives about 0.003% instead of zero, and the minimum, practically zero, moves to $\epsilon\approx0.07$.

For $d^2\gg u^2$, $\Delta\rho/\rho_0\approx\frac{3}{20}b^2d^2/u^2$. A slight lag then costs a good channel dearly. Besides $b\ll1$, the expansion assumes that the relative change in the good channel's rate, at most about $b^2d^2/4u^2$, is small. The failure is gentle: for $d^2/u^2=100$ the boxed formula is too high by about 3% at $b^2d^2/u^2=1$ and by about 11% at 4.

**Q.** I measure the resistance of a wall, not a resistivity. Does that also fall as $1/w^2$?

**A.** No. A wider wall also contains more material. Its added resistance times area is about $w\Delta\rho$, which falls as $1/w$. This is an estimate of size, because a wall is not half a turn cut out of an endless spiral. Sharp ends would leave the spin precessing and add scattering beyond the wall. A smooth wall avoids that, but turns at its full rate only in the middle. For a turning rate $(\pi/w)\,\mathrm{sech}(\pi x/w)$, the integral of the squared rate is $2\pi/w$ instead of $\pi^2/w$, so the added resistance times area is about $(2/\pi)\,w\Delta\rho$. It still falls as $1/w$.

**Q.** Put in numbers for an interconnect.

**A.** Take round parameters in the regime of cobalt, all of them rough: $k_F=10\ \mathrm{nm^{-1}}$, $2\Delta=1$ eV, $\rho_0=6\ \mu\Omega\,$cm, $d^2/u^2=5$ with $u,d>0$, and $w=15$ nm. The free-electron Fermi energy is 3.81 eV and $q=\pi/w=0.209\ \mathrm{nm^{-1}}$. Since $\hbar v_F=2E_F/k_F$,

$$b=\frac{E_F}{\Delta}\,\frac q{k_F}=\frac{3.81}{0.50}\times0.0209=0.16 .$$

The largest tilt is $9^\circ$, and the largest wrong-spin probability is 0.6%. The asymmetry factor is $(1-5)^2/5=3.2$ and the bracket is $0.150-\sqrt5/36=0.088$. Hence

$$\frac{\Delta\rho}{\rho_0}=0.16^2\times3.2\times0.088\approx0.7\%,$$

or $0.04\ \mu\Omega\,$cm.

| $w$ (nm) | $\Delta\rho/\rho_0$ (%) | $w\Delta\rho$ ($10^{-18}\ \Omega\,\mathrm{m^2}$) |
|---|---|---|
| 15 | 0.72 | 6.4 |
| 30 | 0.18 | 3.2 |
| 60 | 0.045 | 1.6 |

In a wire of 20 nm × 20 nm, the estimate $w\Delta\rho$ gives $6.4\times10^{-18}/(4\times10^{-16})=0.016\ \Omega$ for the 15 nm wall; with the factor $2/\pi$ of a smooth wall it is $0.010\ \Omega$. One micrometre of the same wire without a wall has $150\ \Omega$. One such wall per micrometre therefore adds about 0.01%.

**Q.** Has the formula been tested by anything other than the same algebra?

**A.** Yes, in two ways, at $b=0.02$ and for $(u,d)=(1,\sqrt5)$, $(1,2)$, $(1,-1.5)$ and $(1.7,1)$. The first solved the Boltzmann equation as a matrix problem with the full spiral bands, at $\Delta/E_F=10^{-4}$. The largest deviation, relative to the formula's $\Delta\rho/\rho_0$, was 0.04%.

The second used no tilted bands and no golden-rule elements. It solved for the $2\times2$ spin density matrix $F(\mu)$ in the rotated frame:

$$i[H_\mu,F]+\tfrac12\{V^2,F\}-V\langle F\rangle V=\mu,\qquad H_\mu=-\Delta(\sigma_z+b\mu\,\sigma_y),$$

in units where $\hbar=1$ and the channel rates are $u^2$ and $d^2$. With $\Delta=300$ in these units the largest deviation was again 0.04%. For $u=d=1.3$, $b=0.2$ and $\Delta=20$, the relative change in resistivity was below $10^{-10}$.

**Q.** My wall is not a uniform spiral with sharp ends. Does the spin still follow?

**A.** For a smooth wall with turning rate $(\pi/w)\,\mathrm{sech}(\pi x/w)$, I integrated the precession of an electron moving straight along $x$ at $v_F$, with the example's numbers. The peak tilt was $9.3^\circ$, against $9.1^\circ$ in the spiral. The tilt left after the wall was $0.01^\circ$. So the lag is present while the magnetization turns and almost vanishes afterwards. This tests the tracking, not the resistance of a smooth wall.

**Q.** Which approximations matter most for the 15 nm wall?

**A.** Compare each with the formula's 0.72%.

*Finite splitting.* Here $\Delta/E_F=0.13$. The full bands, with electron density, $\Delta$ and $u/d$ held fixed, give 0.63%. The inverse square survives: between 60 and 120 nm the fitted exponent of $w$ is $-2.00$.

*Finite lifetime and tilt.* For the minority channel $\hbar/(2\Delta\tau_-)=0.11$. The density-matrix equation gives 0.70%. Most of this drop comes from the finite tilt, which the full bands already contain, so the two corrections do not add: with finite splitting and finite lifetime together the result is still 0.63%.

*Spin mixing.* Thermal spin waves can flip spins. The thermal energy at 350 K, 0.03 eV, is only 3% of the splitting, but that does not make flips rare. As a trial, for $\Delta\ll E_F$, I added flips at the majority impurity rate, leaving the impurities unchanged. In the rotated frame the flips act through $\sigma_x$ and $\sigma_y$, with equal weight and without interference. The result is 0.35%, relative to the new $\rho_0$, which is 1.8 times higher; $\Delta\rho$ itself falls by only about a tenth. The cause is visible in the two contributions above: total rates in the ratio 1:5 become 2:6, so the path lengths differ less. The flips add no tilt-dependent term of their own at this order. Since $\frac12(\sigma_x^2+\sigma_y^2)=1$, they add the same total rate to every state. Their arrivals have the weight

$$\tfrac12\left(|\chi_s^\dagger\sigma_x\chi'_{s'}|^2+|\chi_s^\dagger\sigma_y\chi'_{s'}|^2\right)=\tfrac12\left(1-ss'\cos\beta\cos\beta'\right),\qquad s,s'=\pm1,$$

which is even in $\mu'$ and so drops out against the odd $\Lambda$. Putting $\tau_+=1/2$ and $\tau_-=1/6$ (units $C=u=1$) into the forms containing $\tau_\pm$ therefore gives

$$\frac{\Delta\rho}{\rho_0}\approx b^2\,\frac{\frac4{20}\left(\frac14-\frac1{36}\right)-\frac{\sqrt5}{18}\left(\frac13\right)^2}{\frac13\left(\frac12+\frac16\right)}=0.14\,b^2\approx0.35\%.$$

*Ballistic reflection.* The spiral raises the energy by $\hbar^2q^2/8m=0.4$ meV. Suppose every electron whose energy of motion along $x$ is below this were reflected. They occupy a fraction $(\hbar^2q^2/8m)/E_F$ of the transverse modes, and their loss would add about $0.2\times10^{-18}\ \Omega\,\mathrm{m^2}$, some 3% of the mistracking term.

**Q.** How far can I carry this to a real cobalt line?

**A.** As an estimate of size. Cobalt has $d$ bands and spin-orbit coupling, and its channel ratio is not a sharply known number. The chosen $\rho_0$ is close to that of bulk metal at room temperature; a 20 nm line is more resistive because of surfaces and grain boundaries, by a factor that depends on the process and is often around two. If that extra scattering is nearly independent of spin, the percentage falls; if it shortens $\tau_-$ severalfold, $\hbar/\tau\ll2\Delta$ begins to fail. The assumption of two unmixed channels also fails in a warm wire; in the trial above, with a flip rate chosen by hand, mixing halved the percentage for $\Delta\ll E_F$ and takes it from 0.63% to about 0.40% at the example's splitting and lifetimes, mainly by raising $\rho_0$. The majority mean free path, 34 nm, also exceeds the wall width, so a local resistivity inside one wall is an idealization.

Spin-orbit coupling brings a rival effect, anisotropic magnetoresistance: the resistivity depends on the angle between current and magnetization. Take a rough 2% for it, with domains magnetized across the wire. If the magnetization turns through the current direction, the squared cosine averages to 1/2 over the half turn, and the wall region changes by 1%, more than mistracking gives. If it turns in the plane normal to the current, this contribution vanishes. In a long, thin wire the shape anisotropy, about $6\times10^5\ \mathrm{J/m^3}$ for cobalt, rivals or exceeds the crystal anisotropy and often puts the domains along the wire. The wall must then turn away from the current, the change is about $-1\%$, and with these numbers the wall lowers the resistance. A measured wall resistance should therefore not be assigned to mistracking before the type of wall is known.

**Q.** When does the inverse-square law itself stop?

**A.** When the spin no longer follows. With these parameters $b=1$ at $w=\pi\hbar v_F/(2\Delta)\approx2.4$ nm, and the expansion gradually loses accuracy as the width approaches this value. For walls much wider than this, in a conductor where $\Delta$ and the scattering stay the same, doubling the width cuts the added resistivity to about a quarter and the wall's added resistance to about a half. The remaining values are in the numerical output below.

## Table of computed values

```
INPUTS (rough, cobalt regime)
Fermi wave number: 10.0 1/nm
exchange splitting 2 Delta: 1.00 eV
resistivity rho0: 6.0 uOhm cm
channel resistivity ratio d^2/u^2: 5.0
wall width: 15 nm
wire side: 20 nm
temperature: 350 K
INTERMEDIATE VALUES
Fermi energy: 3.810 eV
Fermi velocity: 1.158e+06 m/s
turning rate q: 0.2094 1/nm
lifetime, majority: 29.19 fs
lifetime, minority: 5.84 fs
mean free path, majority: 33.8 nm
mean free path, minority: 6.8 nm
mistracking parameter b: 0.1596
largest tilt in spiral: 9.07 deg
largest opposite-spin weight: 0.625 %
asymmetry factor: 3.200
bracket: 0.0879
RESULTS OF THE FORMULA
w = 15 nm: drho/rho0 = 0.7163 %, w*drho = 6.447 1e-18 Ohm m2
w = 30 nm: drho/rho0 = 0.1791 %, w*drho = 3.223 1e-18 Ohm m2
w = 60 nm: drho/rho0 = 0.0448 %, w*drho = 1.612 1e-18 Ohm m2
added resistivity, 15 nm: 0.0430 uOhm cm
added wall resistance, 15 nm: 16.12 mOhm
1 um of wire without wall: 150.0 Ohm
TESTS
worst error, band Boltzmann: 0.035 %
worst error, kinetic equation: 0.042 %
equal amplitudes, |drho/rho0| below 1e-10: True
width exponent, exact bands, 60-120 nm: -1.9988
smooth wall, peak tilt: 9.33 deg
smooth wall, tilt left behind: 0.0121 deg
NEGLECTED EFFECTS, 15 nm
Delta/E_F: 0.1312
drho/rho0 with exact bands: 0.6287 %
hbar/(2 Delta tau), minority: 0.1128
drho/rho0 with finite lifetime and b: 0.7014 %
drho/rho0 with trial spin mixing: 0.3457 %
thermal energy: 0.0302 eV
thermal energy/splitting: 0.0302
spiral energy shift: 0.4178 meV
ballistic upper estimate: 0.178 1e-18 Ohm m2
anisotropic magnetoresistance, rough input: 2.0 %
its wall average, turning through current: 1.0 %
```
